\section*{Vanishing inverse-cube elements in Coulomb levels and the tensor force}

\section{Definitions and conventions}

Two particles with reduced mass $\mu$ attract each other through a central potential $V(r)$. Atomic units are used in the algebra; numerical results are in eV and angstrom. A bound state with orbital number $l$ has the radial function $R_l(r)$, and $u=rR_l$ satisfies
\begin{equation}
u''=\left[\frac{a}{r^2}+q(r)\right]u,\qquad a=l(l+1),\quad q=2\mu(V-E).
\label{radial}
\end{equation}
A second state, with the same energy $E$ and orbital number $l'$, has the radial function $v$, which satisfies the same equation with $b=l'(l'+1)$ in place of $a$. Both functions are real, normalized and positive near $r=0$. The integrals of interest are
\begin{equation}
I_s=\int_0^\infty u\,v\,r^{-s}\,dr .
\end{equation}

For the Coulomb potential $V=-Z/r$ the levels are $E_n=-\mu Z^2/(2n^2)$, with $l=0,\dots,n-1$ degenerate. The result to be proved is
\begin{equation}
I_3=0\qquad\text{for equal } n \text{ and } l'=l+2 .
\label{claim}
\end{equation}
It is the case of the Pasternack--Sternheimer theorem that matters for the tensor force between point magnetic dipoles, whose radial dependence is $r^{-3}$ and which connects $l$ with $l\pm2$.

\section{First derivation: the radial force}

Let $V$ be no more singular than $1/r$ at the origin. Then $u\sim r^{l+1}$ and $v\sim r^{l'+1}$ there. Assume also that both decay exponentially or faster at large $r$, as Coulomb and oscillator states do. Assume $l+l'\ge1$ and define
\begin{equation}
P=uv,\qquad W=uv'-u'v .
\end{equation}
Near the origin $u'v'$, $P/r^2$ and $W/r$ are all of order $r^{l+l'}$ or smaller, and $qP$ is smaller still. Every boundary term below therefore vanishes.

Because the energies are equal, $q$ cancels in the derivative of $W$:
\begin{equation}
W'=uv''-u''v=\frac{b-a}{r^2}\,P .
\label{wronskian}
\end{equation}
Integration gives $0=(b-a)I_2$, so $I_2=0$ whenever $l\neq l'$.

A second relation comes from the product of the slopes:
\begin{equation}
(u'v')'=u''v'+u'v''=qP'+\frac{a\,uv'+b\,u'v}{r^2}.
\end{equation}
Since $P'=uv'+u'v$, the numerator can be written as
\begin{equation}
a\,uv'+b\,u'v=\frac{a+b}{2}P'+\frac{a-b}{2}W .
\end{equation}
The three integrals needed follow by parts, the last one with (\ref{wronskian}):
\begin{align}
\int qP'\,dr&=-\int q'P\,dr=-2\mu\langle V'\rangle,\\
\int \frac{P'}{r^2}\,dr&=2\int\frac{P}{r^3}\,dr=2I_3,\\
\int\frac{W}{r^2}\,dr&=\int\frac{W'}{r}\,dr=(b-a)I_3 .
\end{align}
Here $\langle V'\rangle=\int uv\,V'\,dr$. The integral of $(u'v')'$ is zero, hence
\begin{equation}
\left[(a+b)-\tfrac12(a-b)^2\right]I_3=2\mu\langle V'\rangle .
\label{bracket}
\end{equation}

To factor the bracket, put $D=(l-l')^2$ and $T=(l+l'+1)^2$. Then $(a-b)^2=DT$ and $a+b=\frac12(D+T-1)$, so that
\begin{equation}
-\tfrac12(D-1)(T-1)\,I_3=2\mu\langle V'\rangle .
\label{force}
\end{equation}
For $l'=l+2$ we have $D=4$ and $T-1=(2l+3)^2-1=4(l+1)(l+2)$. Therefore
\begin{equation}
I_3=-\frac{\mu\langle V'\rangle}{3(l+1)(l+2)} .
\label{forceplus2}
\end{equation}
The inverse-cube element is tied to the element of the radial force. In the Coulomb case $V'=Z/r^2$, so $\langle V'\rangle=ZI_2=0$, which proves (\ref{claim}).

Two other cases show what (\ref{force}) does and does not say. For $l'=l+1$, $D=1$: both sides vanish and $I_3$ is left undetermined. For $l'=l>0$ the Coulomb case gives Kramers' relation
\begin{equation}
l(l+1)\,I_3=\mu Z\,I_2 ,
\label{kramers}
\end{equation}
where $I_2$ is now a diagonal element and does not vanish.

\section{Second derivation: orthogonal polynomials}

Now start from the form of the Coulomb functions. With $x=2\mu Zr/n$, equation (\ref{radial}) becomes
\begin{equation}
\frac{d^2u}{dx^2}=\left[\frac{l(l+1)}{x^2}-\frac nx+\frac14\right]u .
\end{equation}
Insert $u=x^{l+1}e^{-x/2}L(x)$. Its second derivative is $x^{l+1}e^{-x/2}$ times
\begin{equation}
L''+\left(\frac{2l+2}{x}-1\right)L'+\left[\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14\right]L .
\end{equation}
The terms in $x^{-2}$ and the constant cancel, and multiplication by $x$ leaves
\begin{equation}
xL''+(\alpha+1-x)L'+kL=0,\qquad \alpha=2l+1,\quad k=n-l-1 .
\label{laguerre}
\end{equation}
For a power series $L=\sum_j c_jx^j$ this requires
\begin{equation}
c_{j+1}=\frac{j-k}{(j+1)(j+\alpha+1)}\,c_j ,
\end{equation}
which stops at $j=k$. For each $k=0,1,2,\dots$ there is thus a polynomial $L_k^{(\alpha)}$ of degree exactly $k$.

Multiplying (\ref{laguerre}) by $x^\alpha e^{-x}$ gives
\begin{equation}
\left(x^{\alpha+1}e^{-x}L_k'\right)'=-k\,x^\alpha e^{-x}L_k .
\end{equation}
Multiply by $L_j$, subtract the same expression with $j$ and $k$ exchanged, and integrate. The left side is the derivative of $x^{\alpha+1}e^{-x}(L_k'L_j-L_j'L_k)$, which vanishes at both ends. Hence
\begin{equation}
(k-j)\int_0^\infty x^\alpha e^{-x}L_k^{(\alpha)}L_j^{(\alpha)}\,dx=0 .
\end{equation}
The polynomials with $j<k$ span all polynomials of degree below $k$, so $L_k^{(\alpha)}$ is orthogonal, with weight $x^\alpha e^{-x}$, to every polynomial of lower degree.

For two states of equal $n$ the variable $x$ is the same. With $l'>l$,
\begin{equation}
I_s\propto\int_0^\infty x^{2l+1}e^{-x}\,L_{n-l-1}^{(2l+1)}(x)
\left[x^{\,l'-l+1-s}L_{n-l'-1}^{(2l'+1)}(x)\right]dx .
\end{equation}
The bracket is a polynomial if $s\le l'-l+1$. Its degree is $(n-l'-1)+(l'-l+1-s)=n-l-s$, which is below $n-l-1$ if $s\ge2$. Therefore
\begin{equation}
I_s=0\qquad\text{for } s=2,3,\dots,l'-l+1 .
\label{range}
\end{equation}
For $l'=l+2$ this covers $s=2$ and $s=3$, and (\ref{claim}) follows again.

\section{What each derivation assumes}

The first derivation needs equal energies, regular behaviour at the origin and decay at large distance, but no explicit wave function. The Coulomb law enters in its last step, where the force is itself an inverse square. The second derivation uses the Coulomb functions from the start. Equal $n$ enters there twice: through the common length scale in $x$ and through the degree of the polynomial in the bracket. In return it gives the whole range (\ref{range}), whereas the first treats $s=2$ and $s=3$.

The first derivation also shows that degeneracy is not sufficient. In an isotropic oscillator of length $b_0$, $\mu V'=r/b_0^4$. The $s$ state with one node and the lowest $d$ state are degenerate, and (\ref{forceplus2}) with $l=0$ gives
\begin{equation}
I_3=-\frac{1}{6b_0^4}\int uv\,r\,dr .
\end{equation}
For $b_0=1$ angstrom the integral on the right is $-1.4273$ angstrom, so $I_3=0.2379$ angstrom$^{-3}$. Direct quadrature of the inverse cube gives the same value. For total spin 1 and $J=1$, a tensor force with a fixed short-distance cutoff, small enough to leave $I_3$ nearly unchanged, therefore mixes this degenerate pair already in the zeroth-order states. The amount of mixing tends to a constant as the force is made weak.

Relaxing other conditions also removes the zero. For $\mu=1/2$ and $Z=1$,
\begin{align}
\langle4P|r^{-4}|4F\rangle&=2.26\times10^{-5}\ \text{angstrom}^{-4},\\
\langle4P|r^{-3}|4D\rangle&=7.61\times10^{-4}\ \text{angstrom}^{-3},\\
\langle4P|r^{-3}|5F\rangle&=-4.18\times10^{-5}\ \text{angstrom}^{-3}.
\end{align}
The first two lie outside the range (\ref{range}); the third joins different $n$.

\section{The tensor force on a degenerate level}

For two spin-1/2 particles let
\begin{equation}
H_T=\frac{g}{r^3}S_{12},\qquad
S_{12}=3(\boldsymbol\sigma_1\cdot\hat{\mathbf r})(\boldsymbol\sigma_2\cdot\hat{\mathbf r})-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 .
\end{equation}
With $\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2$, squaring $\mathbf S\cdot\hat{\mathbf r}$ and $\mathbf S$ gives $S_{12}=6(\mathbf S\cdot\hat{\mathbf r})^2-2\mathbf S^2$. This annihilates the singlet and leaves $S$ unchanged. It is a scalar under joint rotations and even under parity, so $J$, $M$ and $(-1)^l$ are conserved. For triplets of given $J$, the possible couplings are between $l=J-1$ and $l=J+1$.

To find the elements, represent the triplet spin state by a vector $\mathbf w$, on which $(\mathbf S\cdot\hat{\mathbf r})\mathbf w=i\hat{\mathbf r}\times\mathbf w$. Since $\mathbf S^2=2$,
\begin{equation}
S_{12}\mathbf w=2\mathbf w-6\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf w).
\label{projector}
\end{equation}
The state with $l=J$ is proportional to $\mathbf r\times\nabla Y_{JM}$. It is transverse to $\hat{\mathbf r}$, so its element is $2$. For the other two take $\mathbf A=\hat{\mathbf r}Y_{JM}$ and $\mathbf B=r\nabla Y_{JM}$, which are orthogonal and have squared norms $1$ and $J(J+1)$. The gradients of the harmonic functions $r^JY_{JM}$ and $r^{-J-1}Y_{JM}$ have harmonic components of degree $J-1$ and $-J-2$. They therefore have $l=J-1$ and $l=J+1$, and the normalized states are
\begin{equation}
\frac{J\mathbf A+\mathbf B}{\sqrt{J(2J+1)}},\qquad
\frac{-(J+1)\mathbf A+\mathbf B}{\sqrt{(J+1)(2J+1)}} .
\end{equation}
Their overlaps with $\mathbf A$ are $\sqrt{J/(2J+1)}$ and $-\sqrt{(J+1)/(2J+1)}$. Equation (\ref{projector}) then gives, for $J\ge1$,
\begin{align}
\langle J-1|S_{12}|J-1\rangle&=2-\frac{6J}{2J+1}=-\frac{2(J-1)}{2J+1},\\
\langle J+1|S_{12}|J+1\rangle&=2-\frac{6(J+1)}{2J+1}=-\frac{2(J+2)}{2J+1},\\
\langle J+1|S_{12}|J-1\rangle&=\frac{6\sqrt{J(J+1)}}{2J+1}.
\end{align}
The last element is not zero; its radial factor is, within one $n$. Thus $H_T$ is diagonal on the level in the basis $|nlSJM\rangle$. The first-order energy shifts are the diagonal elements. At equal $J$ the shifts for $l=J-1$ and $l=J+1$ are different: with the mean of $r^{-3}$ derived in the next section, their ratio is $(J+1)(2J+3)/[J(2J-1)]$ for $J\ge2$, while for $J=1$ the first is zero and the second is not. The zeroth-order states therefore keep a definite $l$. The mixing of $l$ that arises through other levels is treated in the last section. For $l=0$ the angular integral is done first and gives zero; the contact interaction is a separate term.

The basis matters. If a stronger interaction first selects states that combine singlet and triplet with $l=J$, the different elements $0$ and $2$ make $H_T$ non-diagonal among them.

\section{Positronium with $n=4$ and $J=2$}

From here on $\alpha=1/c$ denotes the fine-structure constant, not the Laguerre index. In Gaussian atomic units the Bohr magneton is $1/(2c)=\alpha/2$, so with spin $g$-factor 2 the magnetic moments of electron and positron are $\mp(\alpha/2)\boldsymbol\sigma$. Their dipole energy $[\mathbf m_1\cdot\mathbf m_2-3(\mathbf m_1\cdot\hat{\mathbf r})(\mathbf m_2\cdot\hat{\mathbf r})]/r^3$ equals $H_T$ with $g=\alpha^2/4$, or $5.368\times10^{-5}$ eV angstrom$^3$. Here $\mu=1/2$ and $Z=1$. Only this tensor term is added to the Coulomb Hamiltonian. Spin-orbit, orbit-orbit, kinetic, contact, annihilation and radiative terms are left out, so the results are not predictions of measured intervals.

With $x$ now denoting $\mu r$, the radial functions are
\begin{equation}
u_P=N_P\,p_P\,e^{-x/4},\quad p_P=x^2-\frac{x^3}{4}+\frac{x^4}{80},\qquad
u_F=N_F\,x^4e^{-x/4}.
\end{equation}
The nodes of $u_P$ are at $x=10\mp\sqrt{20}$, or $5.85$ and $15.32$ angstrom, while $u_F$ has none. The three lobes of the $r^{-3}$ integral, in $10^{-5}$ angstrom$^{-3}$, add up to
\begin{equation}
9.859-15.150+5.291=0 .
\end{equation}
The zero is a cancellation between distances, not a lack of overlap. The first lobe alone would give a coupling of $2.939\times5.368\times10^{-5}\times9.859\times10^{-5}=1.56\times10^{-8}$ eV.

For the diagonal elements, treat $l$ as continuous at fixed node number $k$ in $E=-\mu/[2(k+l+1)^2]$. This formula holds for real $l\ge0$, because the series for $L$ stops whenever $k=n-l-1$ is a non-negative integer. From $(H-E)u=0$, differentiating with respect to $l$ and projecting on the normalized $u$ gives $dE/dl=\langle\partial H/\partial l\rangle$, and only the centrifugal term $l(l+1)/(2\mu r^2)$ depends on $l$. Hence the derivative $\mu/n^3$ equals the mean of $(2l+1)/(2\mu r^2)$, so $I_2=2\mu^2/[n^3(2l+1)]$. With (\ref{kramers}),
\begin{equation}
\langle r^{-3}\rangle=\frac{2\mu^3}{n^3\,l(l+1)(2l+1)},
\end{equation}
which is $\mu^3/192$ for $4P$ and $\mu^3/2688$ for $4F$, or $4.393\times10^{-3}$ and $3.138\times10^{-4}$ angstrom$^{-3}$. The angular elements are $-2/5$ and $-8/5$, so the first-order shifts are
\begin{align}
\Delta_P&=-\frac{\mu^3g}{480}=-9.43\times10^{-8}\ \text{eV},\\
\Delta_F&=-\frac{\mu^3g}{1680}=-2.70\times10^{-8}\ \text{eV}.
\end{align}
Their difference is $\Delta_P-\Delta_F=-\mu^3g/672=-6.74\times10^{-8}$ eV. The first lobe alone would have coupled the states by $0.23$ of this splitting.

\section{The mixing that remains}

States outside the level respond to $H_T$ with amplitude $(E_n-H_0)^{-1}H_T$. Acting with $H_T$ again leads back into the level and gives the coupling
\begin{equation}
w=\sum_{m\ \text{outside}}\frac{\langle F|H_T|m\rangle\langle m|H_T|P\rangle}{E_n-E_m}.
\end{equation}
The sum includes the continuum. Since $w$ is of order $g^2$ and the splitting of order $g$, the two-state problem gives an $F$ amplitude $c=w/(\Delta_P-\Delta_F)$ of order $g$.

The sum is done by solving for the response. Writing it as $p\,e^{-x/4}$, with energy in units of $\mu$, turns $(E_4-H_0)$ into
\begin{equation}
\mathcal D_l\,p=\tfrac12p''-\tfrac14p'-\frac{l(l+1)}{2x^2}p+\frac px .
\end{equation}
In the $F$ channel the source is $x^{-3}p_P$, and in the $P$ channel it is $x^{-3}x^4=x$. The solutions are
\begin{equation}
p_3=-\frac x6+\frac{x^2}{40}-\frac{x^4}{20160},\qquad p_1=2x^2 .
\end{equation}
Substitution confirms them: $\mathcal D_3p_3=x^{-1}-\frac14+\frac{x}{80}$, where the $x^4$ term contributes nothing, and $\mathcal D_1p_1=2-x-2+2x=x$.

With $M_j=\int_0^\infty x^je^{-x/2}dx=j!\,2^{j+1}$, the responses are orthogonal to the level:
\begin{align}
-\tfrac16M_5+\tfrac1{40}M_6-\tfrac1{20160}M_8&=-1280+2304-1024=0,\\
2\left(M_4-\tfrac14M_5+\tfrac1{80}M_6\right)&=2(768-1920+1152)=0 .
\end{align}
Closing each sum with the other state gives
\begin{align}
X_F&=-\tfrac16M_2+\tfrac1{40}M_3-\tfrac1{20160}M_5=-\tfrac{68}{105},\\
X_P&=2\left(M_1-\tfrac14M_2+\tfrac1{80}M_3\right)=\tfrac{12}{5},
\end{align}
each still to be multiplied by $N_PN_F$. In the variable $x$, $N_P^{-2}=\int p_P^2e^{-x/2}dx=768/5$ and $N_F^{-2}=M_8=20643840$, so $N_PN_F=1/(12288\sqrt{21})$.

Two factors $r^{-3}$ and one energy denominator give $\mu^6/\mu=\mu^5$. With the angular elements,
\begin{align}
w&=\frac{\mu^5g^2}{12288\sqrt{21}}\,\frac{6\sqrt6}{5}
\left[-\frac85X_F-\frac25X_P\right]\nonumber\\
&=\frac{\mu^5g^2}{12288\sqrt{21}}\,\frac{6\sqrt6}{5}\,\frac{8}{105},\\
c&=-\frac{672\,w}{\mu^3g}=-\frac{\mu^2g}{200}\sqrt{\frac27}=-8.9\times10^{-9}.
\end{align}
The sign refers to the phases chosen above. Diagonalization in a finite basis, with a short-distance cutoff in one element, differs from this formula by two parts in $10^4$ at the physical coupling. The value of $c$ belongs to the tensor term alone, for which the two channels nearly cancel in $w$. The spin-orbit term of positronium, $6g\,\mathbf L\cdot\mathbf S/r^3$, has $\mathbf L\cdot\mathbf S=1$ in the $P$ state and $-4$ in the $F$ state. Adding it changes the factor $8/105$ in $w$ to $3152/105$ and the splitting to $13\mu^3g/336$, so $c$ changes sign and grows about fifteenfold. The other Breit terms are still left out of this estimate.

Mixing with other levels is of the same order in $g$. For $5F$ the coupling is $5.368\times10^{-5}\times2.939\times(-4.18\times10^{-5})=-6.60\times10^{-9}$ eV. The denominator is $-0.4252\,(1-16/25)=-0.1531$ eV, so the amplitude is $4.3\times10^{-8}$, about five times $|c|$. The theorem therefore protects the zeroth-order states and first-order energies, not the first-order states.

The point-dipole form also limits how far the expansion can be taken. For $l=0$ and $J=1$, the source in the $D$ channel behaves as $r^{-2}$, and the response tends to a nonzero constant. The second-order energy then contains $\int r^{-2}dr$, which diverges at the origin. There the short-distance interaction must be treated beyond this model. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
Exact rational check of equal-n integrals
  largest n tested: 8
  pairs (l, l+2) with r^-3 integral exactly 0: 21
Positronium, n = 4, J = 2, tensor term only
  reduced mass: 0.5 electron masses
  Bohr radius: 0.529177 angstrom
  Coulomb level energy: -0.425178 eV
  tensor coupling g: 5.36815e-05 eV angstrom^3
  nodes of the P function: 5.8504, 15.3166 angstrom
  P-F r^-3 integral, lobe 1: +9.859156e-05 angstrom^-3
  P-F r^-3 integral, lobe 2: -1.514990e-04 angstrom^-3
  P-F r^-3 integral, lobe 3: +5.290746e-05 angstrom^-3
  sum of lobes (quadrature): -3.4e-20 angstrom^-3
  <4P|r^-3|4P>: 4.39345e-03 angstrom^-3
  <4F|r^-3|4F>: 3.13818e-04 angstrom^-3
  S12 elements PP, PF, FF: -0.4000, 2.9394, -1.6000
  first-order shift of 3P2: -9.4339e-08 eV
  first-order shift of 3F2: -2.6954e-08 eV
Controls that do not vanish
  <4P|r^-4|4F>: +2.2647e-05 angstrom^-4
  <4P|r^-3|4D>: +7.6097e-04 angstrom^-3
  <4P|r^-3|5F>: -4.1800e-05 angstrom^-3
Residual mixing inside the level
  F-channel sum / common factor: -0.647619
  P-channel sum / common factor: 2.400000
  F amplitude in 3P2, formula: -8.8950e-09 (no unit)
  F amplitude in 3P2, diagonalization: -8.8933e-09 (no unit)
Oscillator contrast, length 1 angstrom, degenerate s and d states
  r^-3 integral: +0.237883 angstrom^-3
  integral of r between the states: -1.427299 angstrom
\end{verbatim}
